# Double-pass absorption by tin and carbon films on an EUV mirror: a program that tests the result

```python
"""
Result under test: a film of thickness d and extinction coefficient k on a
normal-incidence mirror removes the fraction
    L = 1 - exp(-2*alpha*d),  alpha = 4*pi*k/wavelength,
of the reflected light (double pass). For k = 0.07 (tin) and 0.007 (carbon)
at 13.5 nm and d = 1 nm, the loss ratio is slightly below ten.

Symbols: n = 1 - delta + i*k is the refractive index for exp(-i*omega*t),
k0 = 2*pi/wavelength, r is the clean mirror's amplitude reflectance and
R0 = |r|^2. Lengths are in nm. The independent road is the Helmholtz equation
E'' = -(n*k0)^2 E, solved through the film for the vector (E, E'/k0).
The double-pass law is compared with the wave result averaged over arg(r).
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants as const

wavelength = 13.5
k0 = 2 * np.pi / wavelength
thickness = 1.0
R0 = 0.70
extinction = {"tin": 0.07, "carbon": 0.007}
decrement = {"tin": 0.06, "carbon": 0.04}
index = {m: 1 - decrement[m] + 1j * extinction[m] for m in extinction}
phases = np.linspace(0, 2 * np.pi, 360, endpoint=False)


def attenuation(k):
    return 4 * np.pi * k / wavelength


def double_pass_loss(k, d):
    return -np.expm1(-2 * attenuation(k) * d)


def back_propagator(n, d):
    """Carry (E, E'/k0) from the bottom of a film to its top."""
    return expm(-k0 * d * np.array([[0, 1], [-n**2, 0]], dtype=complex))


def slab_transmittance(n, d):
    """Free-standing slab with only an outgoing wave below it."""
    field, slope = back_propagator(n, d) @ np.array([1, 1j])
    incoming = (field - 1j * slope) / 2
    return 1 / abs(incoming)**2


def wave_loss(n, d, phase):
    """Fraction of clean-mirror reflected light lost, interference included."""
    r = np.sqrt(R0) * np.exp(1j * np.asarray(phase))
    field, slope = back_propagator(n, d) @ np.array([1 + r, 1j * (1 - r)])
    incoming = (field - 1j * slope) / 2
    outgoing = (field + 1j * slope) / 2
    return 1 - abs(outgoing / incoming)**2 / R0


alpha = {m: attenuation(k) for m, k in extinction.items()}
loss = {m: double_pass_loss(k, thickness) for m, k in extinction.items()}
mean_wave = {m: wave_loss(index[m], thickness, phases).mean() for m in index}
ratio = loss["tin"] / loss["carbon"]

for m, n in index.items():
    # Attenuation from two thick slabs; surface reflections nearly cancel.
    d1, d2 = 1 / alpha[m], 5 / alpha[m]
    slope_alpha = np.log(slab_transmittance(n, d1)
                         / slab_transmittance(n, d2)) / (d2 - d1)
    # Tolerance covers the residual multiple reflections inside the slabs.
    assert abs(slope_alpha / alpha[m] - 1) < 2e-3

    # Double-pass law against waves; expected error is of order |n - 1|.
    error_full = abs(mean_wave[m] / loss[m] - 1)
    assert error_full < 0.12
    # Weakening the optical contrast tenfold must shrink that error.
    weak = 1 + 0.1 * (n - 1)
    weak_mean = wave_loss(weak, thickness, phases).mean()
    error_weak = abs(weak_mean / double_pass_loss(weak.imag, thickness) - 1)
    assert error_weak < 0.012 and error_weak < 0.3 * error_full

    # Very thin film: interference formula, phase by phase.
    thin = 1e-3
    r = np.sqrt(R0) * np.exp(1j * phases)
    predicted = -np.real(1j * k0 * thin * (n**2 - 1) * (1 + r)**2 / r)
    computed = wave_loss(n, thin, phases)
    assert np.max(abs(predicted - computed)) < 0.01 * np.max(abs(computed))
    # Its phase average is the double-pass exponent times (1 - delta).
    expected_mean = 2 * alpha[m] * thin * n.real
    assert abs(computed.mean() / expected_mean - 1) < 0.01

# Loss ratio as a finite geometric sum of carbon transmissions.
x = 1 - loss["carbon"]
assert abs(sum(x**j for j in range(10)) - ratio) < 1e-10
assert 9 < ratio < 10
wave_ratio = mean_wave["tin"] / mean_wave["carbon"]
assert 8 < wave_ratio < 10
ratio_5nm = (double_pass_loss(extinction["tin"], 5.0)
             / double_pass_loss(extinction["carbon"], 5.0))
assert ratio_5nm < ratio

# Carbon thickness with the same double-pass loss, checked with waves.
matching = thickness * extinction["tin"] / extinction["carbon"]
matching_wave = wave_loss(index["carbon"], matching, phases).mean()
assert abs(matching_wave / mean_wave["tin"] - 1) < 0.10

# Standing wave: mirror surface at an antinode (0) or at a node (180 degrees).
for m in index:
    assert wave_loss(index[m], thickness, 0.0) > 1.4 * loss[m]
    assert wave_loss(index[m], thickness, np.pi) < 0.3 * loss[m]

# Other neglected effects.
angle = np.radians(6.0)
oblique = {m: np.sqrt(n**2 - np.sin(angle)**2).imag / n.imag - 1
           for m, n in index.items()}
for m in oblique:
    assert abs(oblique[m] - (1 / np.cos(angle) - 1)) < 2e-3
coverage = 0.5
island_loss = coverage * double_pass_loss(extinction["tin"],
                                          thickness / coverage)
assert island_loss < loss["tin"]
light_carbon = double_pass_loss(0.7 * extinction["carbon"], thickness)

photon_energy = const.h * const.c / (wavelength * 1e-9) / const.e
print(f"Wavelength: {wavelength:.1f} nm")
print(f"Photon energy: {photon_energy:.1f} eV")
print(f"Film thickness: {thickness:.1f} nm")
print(f"Clean mirror reflectance R0 (model): {R0:.2f}")
for m in index:
    print(f"{m}: extinction coefficient k = {extinction[m]:.3f}")
    print(f"{m}: decrement delta (rough) = {decrement[m]:.2f}")
    print(f"{m}: alpha = {alpha[m]:.5f} per nm")
    print(f"{m}: double-pass exponent = {2*alpha[m]*thickness:.5f}")
    print(f"{m}: single-pass loss = {-100*np.expm1(-alpha[m]*thickness):.3f} %")
    print(f"{m}: double-pass loss L = {100*loss[m]:.3f} %")
    print(f"{m}: loss of incident light = {100*R0*loss[m]:.2f} points")
    print(f"{m}: reflectance with film = {R0*(1-loss[m]):.4f}")
    print(f"{m}: phase-averaged wave loss = {100*mean_wave[m]:.3f} %")
print(f"Ratio of exponents, tin/carbon: {alpha['tin']/alpha['carbon']:.2f}")
print(f"Ratio of double-pass losses at 1 nm: {ratio:.2f}")
print(f"Ratio of double-pass losses at 5 nm: {ratio_5nm:.2f}")
print(f"Ratio of phase-averaged wave losses: {wave_ratio:.2f}")
print(f"Carbon thickness matching 1 nm tin: {matching:.1f} nm")
print(f"Standing-wave period: {wavelength/2:.2f} nm")
for degrees in (0, 90, 180, 270):
    pair = [100 * wave_loss(index[m], thickness, np.radians(degrees))
            for m in ("tin", "carbon")]
    print(f"Mirror phase {degrees} deg: wave loss tin {pair[0]:.2f} %, "
          f"carbon {pair[1]:.2f} %")
for m in index:
    print(f"{m}: exponent increase at 6 deg incidence = {100*oblique[m]:.2f} %")
print(f"Tin islands, coverage {coverage:.1f}, same volume: "
      f"loss {100*island_loss:.2f} %")
print(f"Carbon of 30 % lower density: loss {100*light_carbon:.3f} %")
print(f"Loss ratio with that carbon: {loss['tin']/light_carbon:.1f}")
print("ALL CHECKS PASSED")
```

Output:

```
Wavelength: 13.5 nm
Photon energy: 91.8 eV
Film thickness: 1.0 nm
Clean mirror reflectance R0 (model): 0.70
tin: extinction coefficient k = 0.070
tin: decrement delta (rough) = 0.06
tin: alpha = 0.06516 per nm
tin: double-pass exponent = 0.13032
tin: single-pass loss = 6.308 %
tin: double-pass loss L = 12.218 %
tin: loss of incident light = 8.55 points
tin: reflectance with film = 0.6145
tin: phase-averaged wave loss = 11.276 %
carbon: extinction coefficient k = 0.007
carbon: decrement delta (rough) = 0.04
carbon: alpha = 0.00652 per nm
carbon: double-pass exponent = 0.01303
carbon: single-pass loss = 0.649 %
carbon: double-pass loss L = 1.295 %
carbon: loss of incident light = 0.91 points
carbon: reflectance with film = 0.6909
carbon: phase-averaged wave loss = 1.242 %
Ratio of exponents, tin/carbon: 10.00
Ratio of double-pass losses at 1 nm: 9.44
Ratio of double-pass losses at 5 nm: 7.59
Ratio of phase-averaged wave losses: 9.08
Carbon thickness matching 1 nm tin: 10.0 nm
Standing-wave period: 6.75 nm
Mirror phase 0 deg: wave loss tin 21.83 %, carbon 2.89 %
Mirror phase 90 deg: wave loss tin 8.60 %, carbon 1.86 %
Mirror phase 180 deg: wave loss tin 0.62 %, carbon -0.41 %
Mirror phase 270 deg: wave loss tin 14.06 %, carbon 0.62 %
tin: exponent increase at 6 deg incidence = 0.62 %
carbon: exponent increase at 6 deg incidence = 0.60 %
Tin islands, coverage 0.5, same volume: loss 11.47 %
Carbon of 30 % lower density: loss 0.908 %
Loss ratio with that carbon: 13.5
ALL CHECKS PASSED
```
